# Exact Gauss-Hermite Evaluation of One-Dimensional Overlap and Multipole Factors

## The result

Take two unnormalised Gaussian functions on a line, with exponents \(a,b>0\) and centres \(A,B\). With non-negative integer powers \(i,j,e\), define

\[
I=\int_{-\infty}^{\infty}(x-A)^i(x-B)^j(x-C)^e\,e^{-a(x-A)^2-b(x-B)^2}\,dx .
\]

For \(e=0\) this is an overlap factor; for \(e=1,2,\dots\) it is a dipole, quadrupole or higher moment factor about the origin \(C\). The charge of the electron is not included. Let

\[
p=a+b,\quad P=\frac{aA+bB}{p},\quad K=e^{-ab(A-B)^2/p},\quad L=i+j+e .
\]

If \(t_k,w_k\) are the nodes and weights of the \(n\)-point Gauss-Hermite rule, which belongs to the weight \(e^{-t^2}\), then

\[
I=\frac{K}{\sqrt p}\sum_{k=1}^{n}w_k\,(x_k-A)^i(x_k-B)^j(x_k-C)^e,\qquad x_k=P+\frac{t_k}{\sqrt p},
\]

without truncation error for all exponents and centres, if and only if

\[
n\ge n_{\min}=\lfloor L/2\rfloor+1 .
\]

The words "for all exponents and centres" matter: in a particular geometry, a smaller rule can give the right value by cancellation. Rounding error remains in any case. Lengths are in bohr and exponents in bohr\(^{-2}\), so \(t\) is a pure number and \(I\) has the unit bohr\(^{L+1}\).

## A case small enough for hand work

Choose the round parameters \(a=0.9\), \(b=0.6\), \(A=0\), \(B=1\), \(C=0.5\), and the powers \((i,j,e)=(2,1,1)\). This is a dipole factor with \(L=4\), so the rule asks for three points.

**Merge the Gaussians.** Expanding the exponent and completing the square gives

\[
\begin{aligned}
a(x-A)^2+b(x-B)^2&=px^2-2(aA+bB)x+aA^2+bB^2\\
&=p(x-P)^2+aA^2+bB^2-pP^2 .
\end{aligned}
\]

The constant left over is

\[
\frac{(a+b)(aA^2+bB^2)-(aA+bB)^2}{p}=\frac{ab(A-B)^2}{p},
\]

because the terms \(a^2A^2\) and \(b^2B^2\) cancel. The two Gaussians are therefore one Gaussian, \(K e^{-p(x-P)^2}\). Here \(p=1.5\), \(P=0.6/1.5=0.4\) and \(K=e^{-0.36}=0.697676\). The factor \(K\) measures how strongly the separation of the centres suppresses the product.

**Find a three-point rule.** Put \(x=P+t/\sqrt p\), so that \(dx=dt/\sqrt p\) and the weight becomes \(e^{-t^2}\). Write \(\langle g\rangle=\pi^{-1/2}\int g\,e^{-t^2}dt\). Odd powers average to zero. For even powers, integration by parts gives \(\langle t^k\rangle=\tfrac{k-1}{2}\langle t^{k-2}\rangle\), hence \(\langle t^2\rangle=\tfrac12\) and \(\langle t^4\rangle=\tfrac34\).

Try nodes \(-\tau,0,\tau\) with relative weights \(u,1-2u,u\). The weights add to one and odd powers cancel. The remaining conditions are

\[
2u\tau^2=\tfrac12,\qquad 2u\tau^4=\tfrac34 .
\]

Division gives \(\tau^2=\tfrac32\), and then \(u=\tfrac16\). This rule is exact for every power up to \(t^5\). Since \(\tau/\sqrt p=\sqrt{1.5/1.5}=1\), the nodes fall at \(x=-0.6,\ 0.4,\ 1.4\).

**Add three numbers.** The polynomial \(x^2(x-1)(x-0.5)\) has the values

- \(0.36\times(-1.6)\times(-1.1)=0.6336\) at \(x=-0.6\),
- \(0.16\times(-0.6)\times(-0.1)=0.0096\) at \(x=0.4\),
- \(1.96\times0.4\times0.9=0.7056\) at \(x=1.4\).

Their weighted mean is \((0.6336+4\times0.0096+0.7056)/6=0.2296\). The prefactor is \(K\sqrt{\pi/p}=1.009679\), where \(\sqrt\pi\) comes from the total weight and \(1/\sqrt p\) from \(dx\). Thus

\[
I=1.009679\times0.2296=0.231822\ \text{bohr}^5 .
\]

Direct integration of the original two-Gaussian integrand gives the same value.

**See why two points fail.** With \(u=x-P\), now a displacement, the polynomial is

\[
(u+0.4)^2(u-0.6)(u-0.1)=u^4+0.1u^3-0.34u^2-0.064u+0.0096 .
\]

The true averages are \(\langle u^2\rangle=1/(2p)=\tfrac13\) and \(\langle u^4\rangle=3/(4p^2)=\tfrac13\). The two-point rule has nodes \(t=\pm1/\sqrt2\) with equal weights, because this choice reproduces \(\langle t^2\rangle=\tfrac12\). It therefore puts \(u^2=\tfrac13\) at both nodes, which is right on average, but \(u^4=\tfrac19\), which is too small by \(\tfrac29\). All other terms are correct. The result is 0.007449 bohr\(^5\), about 3% of the true value, and the deficit is \(1.009679\times\tfrac29=0.224373\) bohr\(^5\).

**See why the centre must be \(P\).** Suppose the rule is centred at \(A\), with \(x=A+t/\sqrt p\). Once \(e^{-t^2}\) has been taken out, the polynomial is still multiplied by

\[
K e^{-p(x-P)^2+p(x-A)^2}=K e^{2\sqrt p\,(P-A)t-p(P-A)^2}.
\]

Unless \(P=A\), this is an exponential in \(t\), so the argument for exactness, which needs a polynomial, no longer applies. In the example, three points centred at \(A\) give 0.119610 bohr\(^5\), about half the correct value.

## The rule for any number of points

In general, the substitution gives

\[
I=\frac{K}{\sqrt p}\int f(t)\,e^{-t^2}dt,
\]

\[
f(t)=\Bigl(\tfrac{t}{\sqrt p}+P-A\Bigr)^i\Bigl(\tfrac{t}{\sqrt p}+P-B\Bigr)^j\Bigl(\tfrac{t}{\sqrt p}+P-C\Bigr)^e .
\]

The leading coefficient of \(f\) is \(p^{-L/2}\neq0\), so its degree is \(L\) in every geometry. What is needed is a rule that integrates polynomials of high degree from few nodes.

**Hermite polynomials.** Let \(D=d/dt\) and define

\[
\pi_n(t)=\frac{(-1)^n}{2^n}e^{t^2}D^n e^{-t^2}.
\]

Differentiating \(\pi_n e^{-t^2}\) gives \(\pi_{n+1}=t\pi_n-\tfrac12\pi_n'\). Starting from \(\pi_0=1\), this shows that \(\pi_n\) has degree \(n\), leading coefficient 1 and parity \((-1)^n\). For a polynomial \(g\), \(n\) integrations by parts give

\[
\int g\,\pi_n e^{-t^2}dt=\frac1{2^n}\int (D^n g)\,e^{-t^2}dt .
\]

This vanishes if \(g\) has degree below \(n\). For \(g=\pi_n\), \(D^ng=n!\), so

\[
\eta_n\equiv\int\pi_n^2e^{-t^2}dt=\frac{n!\sqrt\pi}{2^n}.
\]

**Recurrence.** The polynomial \(t\pi_k-\pi_{k+1}\) has degree at most \(k\), so it can be expanded in \(\pi_0,\dots,\pi_k\). The coefficient of \(\pi_j\) is \(\int t\pi_k\pi_j e^{-t^2}dt/\eta_j\). It is zero for \(j<k-1\) by orthogonality and for \(j=k\) by parity. For \(j=k-1\), \(t\pi_{k-1}\) is \(\pi_k\) plus lower terms, so the coefficient is \(\eta_k/\eta_{k-1}=k/2\). With the normalised functions \(h_k=\pi_k/\sqrt{\eta_k}\) this reads

\[
t\,h_k=\sqrt{\tfrac{k+1}{2}}\,h_{k+1}+\sqrt{\tfrac k2}\,h_{k-1}.
\]

**Nodes.** Let \(J_n\) be the symmetric \(n\times n\) matrix with zero diagonal and neighbouring off-diagonal elements \(\sqrt{1/2},\sqrt{2/2},\dots,\sqrt{(n-1)/2}\). Collect \(h_0,\dots,h_{n-1}\) in a column \(\mathbf h(t)\). The recurrence becomes

\[
t\,\mathbf h(t)=J_n\mathbf h(t)+\sqrt{\tfrac n2}\,h_n(t)\,\mathbf e_{\rm last},
\]

where \(\mathbf e_{\rm last}\) has 1 in its last place and 0 elsewhere. At a zero of \(h_n\), \(\mathbf h\) is an eigenvector. Conversely, the first \(n-1\) rows of an eigenvalue equation fix all components from the first one, so each eigenvector is a multiple of \(\mathbf h(\lambda)\), and the last row then requires \(h_n(\lambda)=0\). Each eigenvalue thus has a single independent eigenvector. Since a real symmetric matrix has \(n\) independent eigenvectors, there are \(n\) distinct real eigenvalues. They are the zeros of \(h_n\), and they are the nodes \(t_k\).

**Weights.** Set \(w_k=1/\sum_{j=0}^{n-1}h_j(t_k)^2\). The columns \(\sqrt{w_k}\,\mathbf h(t_k)\) are normalised eigenvectors with distinct eigenvalues, so they form an orthogonal matrix. Its rows are then orthonormal too:

\[
\sum_k w_k h_i(t_k)h_j(t_k)=\delta_{ij}.
\]

Setting \(i=0\), where \(h_0=\pi^{-1/4}\) is constant, shows that \(\sum_kw_kh_j(t_k)\) equals \(\int h_je^{-t^2}dt\) for \(j\le n-1\). The rule is thus exact up to degree \(n-1\). If \(v_{0k}\) is the first component of the \(k\)th normalised eigenvector, then \(v_{0k}^2=w_kh_0^2\), or

\[
w_k=\sqrt\pi\,v_{0k}^2 .
\]

**From degree \(n-1\) to \(2n-1\).** Divide \(f\) by \(\pi_n\): \(f=q\pi_n+r\), with \(r\) of degree at most \(n-1\). If \(f\) has degree at most \(2n-1\), then \(q\) has degree at most \(n-1\). The integral of \(q\pi_ne^{-t^2}\) vanishes by orthogonality. The quadrature sum of \(q\pi_n\) vanishes because every node is a zero of \(\pi_n\). The remainder \(r\) is integrated correctly, as just shown. Therefore \(L\le2n-1\) suffices. The smallest integer \(n\ge(L+1)/2\) is \(\lfloor L/2\rfloor+1\) for both parities of \(L\).

No other choice of \(n\) nodes and weights could integrate all polynomials of degree \(2n\): the square \(\prod_k(t-t_k)^2\) has a positive integral but vanishes at every node.

## The error with one point too few

Let \(E_n[f]\) be the integral of \(fe^{-t^2}\) minus the \(n\)-point sum. Since \(t^{2n}-\pi_n^2\) has degree below \(2n\), it is integrated exactly, while \(\pi_n^2\) contributes nothing to the sum. Hence \(E_n[t^{2n}]=\eta_n\). The nodes are symmetric about zero and opposite nodes have equal weights, because each \(h_j^2\) is even. Hence \(E_n[t^{2n+1}]=0\).

Now take \(m=\lfloor L/2\rfloor\ge1\) and use \(n=m\) points, one fewer than the rule requires. The error comes from the coefficient of \(t^{2m}\) in \(f\). For even \(L\) this is the leading coefficient \(p^{-m}\). For odd \(L\) it is the next one: one of the \(L\) linear factors supplies its constant and the others supply \(t/\sqrt p\), which gives \(p^{-m}s\) with

\[
s=i(P-A)+j(P-B)+e(P-C).
\]

Multiplying by \(\eta_m\) and by the prefactor \(K/\sqrt p\), we obtain

\[
I-I_m=K\sqrt{\frac{\pi}{p}}\;\frac{m!}{(2p)^m}\times
\begin{cases}1,&L\text{ even},\\ s,&L\text{ odd}.\end{cases}
\]

For even \(L\) the deficit is positive in every geometry and does not depend on \(C\). In the hand example, \(m=2\) and \(2!/(2\times1.5)^2=\tfrac29\), as found before.

For odd \(L\) the outcome depends on \(s\). With the same exponents and centres, two cases show the difference:

- For \((2,1,0)\), \(s=2(0.4)+1(-0.6)=0.2\) bohr. One point gives \(-0.096929\) bohr\(^4\), while the correct value, obtained with two, is \(-0.029617\) bohr\(^4\). The difference, 0.067312 bohr\(^4\), is the one predicted.
- For \((3,2,0)\), \(s=3(0.4)+2(-0.6)=0\). Two points already give the correct \(-0.003662\) bohr\(^6\), although \(n_{\min}=3\).

To see when an overlap has this property, insert \(P-A=b(B-A)/p\) and \(P-B=-a(B-A)/p\). For \(e=0\),

\[
s=\frac{(ib-ja)(B-A)}{p},
\]

which vanishes for coincident centres or for \(ib=ja\). The second condition holds here, since \(3\times0.6=2\times0.9\).

## Why no smaller number is safe

The deficit formula covers \(n=m\). To exclude every \(n\le m\), consider first \(t^{2m}\). The spectral decomposition of \(J_n\) and the formula for the weights give

\[
\sum_kw_kt_k^{2m}=\sqrt\pi\,(J_n^{2m})_{00}.
\]

Written out, the matrix element is a sum over walks of \(2m\) unit steps on the indices \(0,\dots,n-1\), starting and ending at 0. Each walk contributes a product of positive off-diagonal elements. The exact integral is obtained with \(m+1\) points, for which the indices run up to \(m\). A rule with \(n\le m\) omits the walks that reach index \(n\), and such walks exist. Hence \(E_n[t^{2m}]>0\) for all \(1\le n\le m\).

For even \(L\), let all three centres coincide. Then \(f=p^{-m}t^{2m}\), and every smaller rule fails.

For odd \(L\), hold the exponents fixed and multiply all centre separations by a small number \(\varepsilon\). The leading power \(t^{2m+1}\) is odd and contributes no error, so

\[
E_n[f]=\varepsilon\,s\,p^{-m}E_n[t^{2m}]+O(\varepsilon^2),
\]

where \(s\) belongs to the unscaled geometry. This is nonzero for small enough \(\varepsilon\) if \(s\ne0\). Such a geometry exists: if \(e>0\), take \(A=B\) and move \(C\) away; if \(e=0\), take \(A\ne B\) and exponents with \(ib\ne ja\), which is possible because \(i\) and \(j\) are not both zero. For \(L=0\) or 1, \(n_{\min}=1\) is already the smallest non-empty rule. The claim is proved.

## Agreement at one point number is not convergence

Return to \((2,1,1)\), but move the moment origin to \(C=3.8\) bohr. In terms of \(u=x-P\), the polynomial is

\[
(u+0.4)^2(u-0.6)(u-3.4)=u^4-3.2u^3-u^2+0.992u+0.3264 .
\]

The true averages of \(u^4\) and \(u^2\) are both \(\tfrac13\), so they cancel and the mean is 0.3264. The one-point rule sees only \(u=0\) and also finds 0.3264. The two-point rule replaces \(\langle u^4\rangle\) by \(\tfrac19\) and is wrong by \(\tfrac29\) again. After multiplication by the prefactor:

- one point: 0.329559 bohr\(^5\), correct;
- two points: 0.105186 bohr\(^5\), wrong;
- three points: 0.329559 bohr\(^5\), correct.

The one-point success is an accident of the geometry. The number of points should be taken from the degree, not from agreement with the exact value in a single geometry.

## The algorithm, and its use in three dimensions

For one factor:

1. Compute \(L=i+j+e\) and \(n=\lfloor L/2\rfloor+1\).
2. Diagonalise \(J_n\) to obtain \(t_k\) and \(w_k=\sqrt\pi\,v_{0k}^2\). These depend on \(n\) alone and can be stored.
3. Compute \(p\), \(P\), \(K\) and the points \(x_k=P+t_k/\sqrt p\).
4. Sum \(w_k(x_k-A)^i(x_k-B)^j(x_k-C)^e\) and multiply by \(K/\sqrt p\).

A Cartesian Gaussian in three dimensions is a product of functions of \(x\), \(y\) and \(z\). Overlap integrals and Cartesian moments are then products of three such factors, each with its own powers and centre coordinates. For shells of angular momenta \(l_a\) and \(l_b\) and moments up to order \(e_{\max}\), no axis has a degree above \(l_a+l_b+e_{\max}\). One stored rule with

\[
n=\left\lfloor\frac{l_a+l_b+e_{\max}}2\right\rfloor+1
\]

points per axis therefore serves the whole shell pair. A d-p pair with dipole integrals needs \(\lfloor4/2\rfloor+1=3\). For contracted functions, the procedure is applied to each pair of primitive Gaussians, with its own \(p\), \(P\) and \(K\), and the results are added, each multiplied by the two contraction coefficients. Tabulated coefficients usually refer to normalised primitives, whereas \(I\) is defined for unnormalised ones, so each coefficient must first be multiplied by the normalisation constant of its primitive. For Cartesian functions this constant can differ between the components of a shell. The self-overlaps of \(d_{xx}\) and \(d_{xy}\) stand in the ratio \(\langle u^4\rangle/\langle u^2\rangle^2=3\), so the constant of \(d_{xy}\) is \(\sqrt3\) times that of \(d_{xx}\). The contracted function formed in this way is not always normalised either: the first p contraction of oxygen in the def2-SVP basis has a self-overlap of 0.48. If a normalised function is wanted, it is divided by the square root of its self-overlap.

The exactness rests on the integrand being a polynomial times a Gaussian. An operator such as \(1/|\mathbf r-\mathbf C|\) is not a polynomial in the coordinates, so the point count derived here does not apply to it.

The numerical check compares the rule with direct integration for 48 power triples in three geometries. The smallest reliable \(n\) found for \(L=0,\dots,8\) is \(1,1,2,2,3,3,4,4,5\), as derived. For each triple and each smaller \(n\), the error in each geometry is divided by the integral of the absolute integrand and the largest of the three ratios is kept; the smallest ratio so obtained, over all triples and all such \(n\), is 0.29 when rounded to two figures. The check also confirms 72 overlap and dipole integrals of a d-p pair against an independent integral code, up to one common normalisation constant. One constant suffices because that code scales all Cartesian components of a shell by the same factor instead of normalising each of them.

## Computed values

```
INPUT: a = 0.9, b = 0.6 bohr^-2
A = 0.0, B = 1.0, C = 0.5 bohr
p = 1.5000 bohr^-2, P = 0.4000 bohr
K = 0.69767633 (no unit)
K sqrt(pi/p) = 1.00967893 bohr
CASE (i,j,e) = (2,1,1): L = 4, n_min = 3
node t = -1.224745, x = -0.6000 bohr
  w = 0.29540898, w/sqrt(pi) = 0.166667
  polynomial = 0.633600 bohr^4
node t = -0.000000, x = +0.4000 bohr
  w = 1.18163590, w/sqrt(pi) = 0.666667
  polynomial = 0.009600 bohr^4
node t = +1.224745, x = +1.4000 bohr
  w = 0.29540898, w/sqrt(pi) = 0.166667
  polynomial = 0.705600 bohr^4
weighted mean of polynomial = 0.229600 bohr^4
3 points: I = 0.2318222822 bohr^5
direct integration: I = 0.2318222822 bohr^5
2 points: 0.0074491868 bohr^5
deficit, direct minus 2 points = 0.2243730955 bohr^5
deficit, formula = 0.2243730955 bohr^5
3 points centred at A: 0.1196104829 bohr^5
CASE (2,1,0): L = 3, n_min = 2
shift sum s = 0.2000 bohr
1 point: -0.0969291772 bohr^4
2 points: -0.0296172486 bohr^4
direct: -0.0296172486 bohr^4
deficit of 1 point, formula = 0.0673119286 bohr^4
CASE (3,2,0): L = 5, n_min = 3, s = 0
n = 1: 0.0232630025 bohr^6
n = 2: -0.0036617689 bohr^6
n = 3: -0.0036617689 bohr^6
direct: -0.0036617689 bohr^6
CASE (2,1,1) with C = 3.8 bohr
n = 1: 0.3295592026 bohr^5
n = 2: 0.1051861072 bohr^5
n = 3: 0.3295592026 bohr^5
direct: 0.3295592026 bohr^5
SURVEY: 48 power triples, 3 geometries
L = 0: smallest reliable n = 1
L = 1: smallest reliable n = 1
L = 2: smallest reliable n = 2
L = 3: smallest reliable n = 2
L = 4: smallest reliable n = 3
L = 5: smallest reliable n = 3
L = 6: smallest reliable n = 4
L = 7: smallest reliable n = 4
L = 8: smallest reliable n = 5
weakest failure below n_min (relative) = 2.9e-01
d-p pair: 72 integrals agree with library
points per axis for whole d-p dipole block = 3
```
